\section*{Excitation Classes in the Second-Order Møller–Plesset Wavefunction and the MP4 Energy}

\section{One electron pair, then two}

Consider a pair of electrons with a reference state $|0\rangle$ and one doubly excited state $|D\rangle$. The zeroth-order energies differ by $\delta=E_0-E_D<0$. The perturbation, with its reference expectation value subtracted, has elements $\langle D|W|0\rangle=K$, $\langle D|W|D\rangle=w$ and $\langle0|W|0\rangle=0$, all real. Write the wavefunction as $|0\rangle+c|D\rangle$ and scale $W$ by $\lambda$. The first row of the eigenvalue equation gives the energy beyond first order, $x=\lambda Kc$. The second row, $\lambda K+(-\delta+\lambda w)c=xc$, becomes
\begin{equation}
\delta c=\lambda K+\lambda wc-\lambda Kc^2 .
\end{equation}
Successive powers of $\lambda$ give $c_1=K/\delta\equiv t$, $c_2=wt/\delta$ and $c_3=(wc_2-Kt^2)/\delta$. Hence $E_2=Kt$ and, with $K/\delta=t$ and $wt=\delta c_2$,
\begin{equation}
E_4=Kc_3=t(wc_2-Kt^2)=\delta c_2^2-E_2t^2 .
\end{equation}
The first term is the doubles contribution. The second, the renormalization term, is positive because $E_2=\delta t^2<0$.

Now take two such pairs that do not interact. The state with both pairs excited lies at $E_0-E_{DD}=2\delta$ and is reached in second order from either singly promoted pair:
\begin{equation}
c_{DD}=\frac{Kt+Kt}{2\delta}=t^2 .
\end{equation}
This quadruple excitation contributes $2\delta t^4=2E_2t^2$, where $E_2$ still belongs to one pair. The renormalization term is now $-(2E_2)(2t^2)=-4E_2t^2$. Neither piece is twice its one-pair value, but their sum, $-2E_2t^2$, is. This is the reason for grouping the renormalization term with the quadruples below.

\section{Hamiltonian and conventions}

Let $i,j,k,l,m,n$ label occupied, $a,b,c,d,e,f$ virtual, and $p,q,r,s$ arbitrary real spin orbitals. In operator strings a label denotes its annihilator and a dagger its creator. The antisymmetrized integral is $g_{pq,rs}=\langle pq\|rs\rangle$. Nuclear repulsion is a constant and is omitted from the equations. The Hamiltonian is
\begin{equation}
H=\sum_{pq}h_{pq}p^\dagger q+\tfrac14\sum_{pqrs}g_{pq,rs}\,p^\dagger q^\dagger sr .
\end{equation}
Braces denote normal ordering relative to the Hartree--Fock determinant $|0\rangle$: $a$ and $i^\dagger$, which annihilate $|0\rangle$, stand to the right. By Wick's theorem the two-electron string equals its normal-ordered form plus all contractions. A contraction of a creator with an annihilator to its right is one for equal occupied labels and zero otherwise. The four single contractions are equal by antisymmetry of $g$ and together give $\sum_{pri}g_{pi,ri}\{p^\dagger r\}$. The two double contractions give $\frac12\sum_{ij}g_{ij,ij}$. Therefore
\begin{align}
H&=E_{\rm HF}+\sum_{pq}f_{pq}\{p^\dagger q\}+W,\qquad f_{pq}=h_{pq}+\sum_i g_{pi,qi},\\
W&=\tfrac14\sum_{pqrs}g_{pq,rs}\{p^\dagger r\,q^\dagger s\}.
\end{align}
Moving $r$ past $s$ and $q^\dagger$ costs two sign changes, so the last form has a plus sign.

The orbitals are canonical: $f_{pq}=\varepsilon_p\delta_{pq}$. With $H_0=\sum_p\varepsilon_pp^\dagger p=E_0+\sum_p\varepsilon_p\{p^\dagger p\}$, the one-body parts cancel in $V=H-H_0$. Thus $V=E_1+W$, with $E_1=E_{\rm HF}-E_0=-\frac12\sum_{ij}g_{ij,ij}$. The absence of a one-body part in $W$ depends on this choice of orbitals and $H_0$. If occupied--virtual elements of $f$ remain, singles enter already in first order and the formulas below are incomplete.

\section{The wavefunction through second order}

Use intermediate normalization, $\langle0|\Psi_n\rangle=0$ for $n>0$, and define
\begin{equation}
R=\sum_{n\ne0}\frac{|n\rangle\langle n|}{E_0-E_n},
\end{equation}
where $n$ runs over excited determinants and $E_n$ is an eigenvalue of $H_0$. Every denominator must be nonzero. Collecting powers of $\lambda$ in $(H_0+\lambda V)\Psi=E\Psi$, with $E_1$ absorbed in $W$, gives
\begin{align}
(E_0-H_0)\Psi_1&=W|0\rangle,\\
(E_0-H_0)\Psi_2&=W\Psi_1-E_2|0\rangle,\\
(E_0-H_0)\Psi_3&=W\Psi_2-E_2\Psi_1-E_3|0\rangle .
\end{align}
Projection on $\langle0|$ yields $E_2=\langle0|W|\Psi_1\rangle$ and likewise $E_{n+1}=\langle0|W|\Psi_n\rangle$. Applying $R$ removes the reference terms:
\begin{equation}
\Psi_1=RW|0\rangle,\quad \Psi_2=RW\Psi_1,\quad \Psi_3=R(W\Psi_2-E_2\Psi_1). \label{orders}
\end{equation}

Each term of $W$ has four operators. Those that create a particle or a hole are $a^\dagger$ and $i$; those that destroy one are $a$ and $i^\dagger$. The excitation level is half the number of particles and holes, so $W$ changes it by $+2,+1,0,-1$ or $-2$. Sorting the sum, with equal terms combined, gives
\begin{align}
W_{+2}&=\tfrac14\sum g_{ab,ij}\,a^\dagger i\,b^\dagger j,\\
W_{+1}&=\tfrac12\sum g_{bc,ei}\{b^\dagger e\,c^\dagger i\}
       +\tfrac12\sum g_{la,jk}\{l^\dagger j\,a^\dagger k\},\\
W_0&=\tfrac14\sum g_{ab,cd}\{a^\dagger c\,b^\dagger d\}
    +\tfrac14\sum g_{kl,ij}\{k^\dagger i\,l^\dagger j\}\notag\\
   &\quad+\sum g_{kb,cj}\{k^\dagger c\,b^\dagger j\},\\
W_{-1}&=\tfrac12\sum g_{aj,bc}\{a^\dagger b\,j^\dagger c\}
       +\tfrac12\sum g_{jk,ib}\{j^\dagger i\,k^\dagger b\},\\
W_{-2}&=\tfrac14\sum g_{kl,cd}\{k^\dagger c\,l^\dagger d\}.
\end{align}
All sums are unrestricted. Every piece except $W_{+2}$ contains an operator that annihilates $|0\rangle$. Hence
\begin{align}
\Psi_1&=T_2|0\rangle,\qquad T_2=\tfrac14\sum t_{ij}^{ab}\,a^\dagger i\,b^\dagger j,\\
t_{ij}^{ab}&=\frac{g_{ij,ab}}{\Delta_{ij}^{ab}},\qquad
\Delta_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b .
\end{align}
Here $\Delta=E_0-E_n$; for other levels it likewise denotes occupied minus virtual orbital energies.

Acting on these doubles, $W$ can reach levels $0,1,2,3,4$. Level zero has coefficient $\langle0|W|\Psi_1\rangle=E_2$ and is removed by $R$. Therefore
\begin{equation}
\Psi_2=\Psi_2^S+\Psi_2^D+\Psi_2^T+\Psi_2^Q ,
\end{equation}
where the four parts come from $W_{-1}$, $W_0$, $W_{+1}$ and $W_{+2}$. A class may vanish through symmetry or for want of electrons or orbitals. Levels five and six can first appear in $\Psi_3$.

\section{Splitting the fourth-order energy}

Insert $\Psi_3$ from (\ref{orders}) into $E_4=\langle0|W|\Psi_3\rangle$. Since $\langle0|WR=\langle\Psi_1|$,
\begin{equation}
E_4=\langle\Psi_1|W|\Psi_2\rangle-E_2\langle\Psi_1|\Psi_1\rangle .
\end{equation}
The adjoint of the second-order equation is $\langle\Psi_1|W=\langle\Psi_2|(E_0-H_0)+E_2\langle0|$, and $\langle0|\Psi_2\rangle=0$. Thus
\begin{equation}
E_4=\sum_{n\ne0}(E_0-E_n)c_n^2-E_2\langle\Psi_1|\Psi_1\rangle,
\quad c_n=\langle n|\Psi_2\rangle .
\end{equation}
$H_0$ is diagonal in determinants, so there are no cross terms between classes. Define
\begin{align}
E_X&=\sum_{n\in X}(E_0-E_n)c_n^2,\qquad X=S,D,T,\\
E_Q&=\sum_{n\in Q}(E_0-E_n)c_n^2-E_2\langle\Psi_1|\Psi_1\rangle. \label{EQ}
\end{align}
Then $E_4=E_S+E_D+E_T+E_Q$. If every occupied level lies below every virtual level, $E_S$, $E_D$ and $E_T$ are each zero or negative. No such conclusion holds for $E_Q$, whose two pieces have opposite signs.

\section{Singles, doubles and triples}

The numerators $w_n=(E_0-E_n)c_n$ follow from $WT_2|0\rangle$. The needed signs come from moving operators until a contracted pair is adjacent:
\begin{align}
\{a^\dagger c\}\,c^\dagger i&\to a^\dagger i,&
\{k^\dagger j\}\,b^\dagger k&\to-b^\dagger j,\label{ruleone}\\
\{k^\dagger c\}\,c^\dagger k&\to1,&
\{k^\dagger c\}\,c^\dagger i\,b^\dagger k&\to-b^\dagger i .\label{ruletwo}
\end{align}
For the second rule, $\{k^\dagger j\}=-jk^\dagger$ and $-jk^\dagger b^\dagger k=jb^\dagger k^\dagger k\to jb^\dagger=-b^\dagger j$. For the fourth, contracting $c$ leaves $k^\dagger ib^\dagger k=k^\dagger kib^\dagger\to-b^\dagger i$. Particle--hole pairs such as $a^\dagger i$ and $b^\dagger j$ commute.

Contractions of the same type are equal: exchanging two hole or two particle labels changes the sign of both the amplitude or integral and its operator string. It suffices to count them and evaluate one.

\textit{Singles.} In the first term of $W_{-1}$, $b,c$ meet the two particles of $T_2$ in two ways and $j$ meets a hole in two ways. The factor is $\frac12\cdot\frac14\cdot4=\frac12$. The representative $b^\dagger i\,c^\dagger j$ becomes $a^\dagger i$. The second term has the same count, and $a^\dagger j\,b^\dagger k$ becomes $-a^\dagger i$:
\begin{equation}
w_i^a=\tfrac12\sum_{jbc}g_{aj,bc}t_{ij}^{bc}
-\tfrac12\sum_{jkb}g_{jk,ib}t_{jk}^{ab}.
\end{equation}

\textit{Doubles.} Write the result as $\frac14\sum w_{ij}^{ab}a^\dagger i\,b^\dagger j|0\rangle$. The particle--particle and hole--hole terms each have two contractions, hence $\frac14\cdot\frac14\cdot2=\frac14\cdot\frac12$; two hole lines give $(-1)^2$. The mixed term has four contractions and gives $\sum X_{ij}^{ab}a^\dagger i\,b^\dagger j$ with $X_{ij}^{ab}=\sum_{kc}g_{kb,cj}t_{ik}^{ac}$. Its operator string selects the antisymmetric part, so $X$ becomes $\frac14P(ij)P(ab)X$, where $P(ij)$ means one minus the exchange of $i$ and $j$:
\begin{align}
w_{ij}^{ab}&=\tfrac12\sum_{cd}g_{ab,cd}t_{ij}^{cd}
+\tfrac12\sum_{kl}g_{kl,ij}t_{kl}^{ab}\notag\\
&\quad+P(ij)P(ab)\sum_{kc}g_{kb,cj}t_{ik}^{ac}.
\end{align}

\textit{Triples.} Each term of $W_{+1}$ has two contractions, so the factor is $\frac14$. The first gives $a^\dagger j\,b^\dagger k\,c^\dagger i$, which equals $a^\dagger i\,b^\dagger j\,c^\dagger k$ because a cyclic permutation of three labels is even. The second gives $-b^\dagger i\,c^\dagger j\,a^\dagger k=-a^\dagger i\,b^\dagger j\,c^\dagger k$. Full antisymmetrization has 36 signed terms. The expressions are already antisymmetric in $jk$ and $bc$, so these terms form nine groups of four, and the four cancels the $\frac14$. With $P(i/jk)$ denoting one minus the exchanges $i\leftrightarrow j$ and $i\leftrightarrow k$,
\begin{equation}
w_{ijk}^{abc}=P(i/jk)P(a/bc)\Big[\sum_e g_{ei,bc}t_{jk}^{ae}
-\sum_l g_{la,jk}t_{il}^{bc}\Big].
\end{equation}

Unrestricted sums count each double four times and each triple 36 times:
\begin{align}
E_S&=\sum_{ia}\frac{(w_i^a)^2}{\Delta_i^a},\qquad
E_D=\tfrac14\sum_{ijab}\frac{(w_{ij}^{ab})^2}{\Delta_{ij}^{ab}},\\
E_T&=\tfrac1{36}\sum_{ijkabc}\frac{(w_{ijk}^{abc})^2}{\Delta_{ijk}^{abc}} .
\end{align}
For $o$ occupied and $v$ virtual spin orbitals, direct contraction of the three doubles terms costs $o^2v^4$, $o^4v^2$ and $o^3v^3$, and of the two triples terms $o^3v^4$ and $o^4v^3$. When $v\ge o$ the largest are $o^2v^4$ and $o^3v^4$. The triples need not be stored: one block at fixed $ijk$ can be formed, squared, divided and discarded.

\section{Quadruples}

Because $g_{ab,ij}=\Delta_{ij}^{ab}t_{ij}^{ab}$,
\begin{equation}
W_{+2}T_2|0\rangle=\tfrac1{16}\sum\Delta_{ij}^{ab}
t_{ij}^{ab}t_{kl}^{cd}\,a^\dagger i\,b^\dagger j\,c^\dagger k\,d^\dagger l|0\rangle .
\end{equation}
Exchanging the two amplitudes leaves the string unchanged, so $\Delta_{ij}^{ab}$ may be replaced by $\frac12(\Delta_{ij}^{ab}+\Delta_{kl}^{cd})$. The resolvent divides by this same sum of gaps. Therefore
\begin{equation}
\Psi_2^Q=\tfrac1{32}\sum t_{ij}^{ab}t_{kl}^{cd}\,
a^\dagger i\,b^\dagger j\,c^\dagger k\,d^\dagger l|0\rangle=\tfrac12T_2^2|0\rangle .
\end{equation}
The coefficient of one quadruple determinant is a signed sum of products. There are six ways to choose two of its four holes and six for its particles; halving for exchange of the two amplitudes leaves 18 products.

These coefficients need not be formed to obtain the energy. The adjoint relation used above turns the first term of (\ref{EQ}) into $\langle\Psi_1|W_{-2}\frac12T_2^2|0\rangle$. Its prefactor is $\frac12\cdot\frac14\cdot\frac14\cdot\frac14=\frac1{128}$. The labels $c,d$ meet two of four particles in 12 ordered ways, and $k,l$ meet two of four holes in 12, making 144 contractions. A remaining string $a^\dagger i\,b^\dagger j|0\rangle$ has overlap $t_{ij}^{ab}$ with $\Psi_1$. The contractions fall into five types:
\begin{itemize}
\item All four labels on one amplitude: 8 contractions, sign $+$, product $t_{kl}^{cd}t_{ij}^{ab}$.
\item $c,d$ on one and $k,l$ on the other: 8, sign $(-1)^2$, product $t_{ij}^{cd}t_{kl}^{ab}$.
\item One particle and one hole on each: 64, sign $+$, product $t_{ik}^{ac}t_{jl}^{bd}$.
\item $c,d$ and one hole on one, the other hole on the second: 32, sign $-$, product $t_{ik}^{ab}t_{jl}^{cd}$.
\item $k,l$ and one particle on one, the other particle on the second: 32, sign $-$, product $t_{ij}^{ac}t_{kl}^{bd}$.
\end{itemize}
For the products as listed, the signs follow from (\ref{ruletwo}), with one minus for each $\{k^\dagger c\}$ whose two labels sit on different particle--hole pairs. This count applies to the listed representatives only; the other contractions of each type equal them by antisymmetry. For example, the string $c^\dagger l\,d^\dagger k$ contracts to $-1$, and its amplitude $t_{lk}^{cd}=-t_{kl}^{cd}$ restores the first product. The first type gives
\begin{equation}
\tfrac1{16}\sum g_{kl,cd}t_{kl}^{cd}(t_{ij}^{ab})^2
=\Big(\tfrac14\sum g_{kl,cd}t_{kl}^{cd}\Big)\Big(\tfrac14\sum(t_{ij}^{ab})^2\Big)
=E_2\langle\Psi_1|\Psi_1\rangle,
\end{equation}
which cancels the renormalization term. What remains is
\begin{align}
E_Q=\sum t_{ij}^{ab}g_{kl,cd}\Big[&\tfrac1{16}t_{ij}^{cd}t_{kl}^{ab}
+\tfrac12t_{ik}^{ac}t_{jl}^{bd}\notag\\
&-\tfrac14t_{ik}^{ab}t_{jl}^{cd}-\tfrac14t_{ij}^{ac}t_{kl}^{bd}\Big]. \label{linked}
\end{align}
All eight labels must run without restriction, including coincidences such as $i=k$. Taken all together, the terms with a repeated label cancel among the five types because $T_2^2$ contains no repeated label; a single coincidence such as $i=k$ need not cancel by itself in the listed products, since these are only representatives. Once the first type has been removed, they must be kept in the others.

Direct summation over eight labels is unnecessary. Contracting $g_{kl,cd}$ first with $t_{ij}^{cd}$ costs $o^4v^2$; with $t_{ik}^{ac}$ it costs $o^3v^3$. In the last two terms, contracting $g$ with $t_{jl}^{cd}$ or $t_{kl}^{bd}$ leaves a two-index matrix.

A two-electron system has no quadruples, and (\ref{EQ}) reduces to $E_Q=-E_2\langle\Psi_1|\Psi_1\rangle$. An implementation that skips the quadruples class there also loses this positive term.

\section{Worked example: BH and H$_2$}

BH at 1.2~\AA{} in the STO-3G basis has six electrons in twelve spin orbitals, so fivefold and sixfold excitations exist. Energies are in hartree. The squared norm of $\Psi_1$ is $1.875\times10^{-2}$, all in doubles apart from a singles residue of $5\times10^{-19}$. In $\Psi_2$ the squared norms are $1.27\times10^{-4}$ (S), $5.31\times10^{-3}$ (D), $1.6\times10^{-5}$ (T) and $7.0\times10^{-5}$ (Q), with nothing at levels five and six. Those levels appear in $\Psi_3$, with $2.4\times10^{-10}$ and $3.5\times10^{-10}$.

With $E_2=-0.028855$, the renormalization term is $0.028855\times0.01875=0.000541$. The quadruple sum is $-0.000253$, so
\begin{equation}
E_Q=-0.000253+0.000541=0.000288 .
\end{equation}
The four terms of (\ref{linked}), in order, give the same value:
\begin{equation}
-0.000348-0.000323+0.000605+0.000354=0.000288 .
\end{equation}
The fourth-order energy is then
\begin{align}
E_4&=-0.000141-0.006849-0.000042+0.000288\notag\\
&=-0.006744\ \text{hartree}=-17.71\ \text{kJ/mol}.
\end{align}
Doubles dominate in this molecule and basis. The small triples term should not be carried over to larger bases, which were not examined.

Adding $E_3=-0.013162$ gives $E_2+E_3+E_4=-0.048761$, or 87\% of the full-CI correlation energy $-0.056127$ in the same basis. The missing 0.0074 is the error of stopping at fourth order relative to full CI; it does not include the error of the minimal basis. The ratios $E_3/E_2=0.46$ and $E_4/E_3=0.51$ show that each term is only about half the one before, and the ratio rises from the first step to the second; three terms do not establish convergence.

For one H$_2$ molecule at 0.74~\AA{} in 6-31G, the quadruple sum is zero and $E_Q=0.000115$. For two molecules 1000~\AA{} apart, the quadruple sum is $-0.000231$ and the renormalization term is $0.000462$, four times its one-molecule value. Their sum, $0.000231$, is twice the one-molecule $E_Q$, as in the opening model. The numerical check also compares the class energies with sums over determinants, and $E_4$ with the Taylor series of the lowest eigenvalue of $H_0+\lambda V$.

\section*{Numbers as computed}
\begin{verbatim}
BH, 1.2 angstrom, STO-3G, all electrons; energies in hartree
determinants with Ms = 0: 400, of them quadruples: 99
Hartree-Fock energy         -24.75289944
E0 (sum of orbital energies) -16.33317423
E1                          -10.62463026
squared norm by excitation level: Psi1, Psi2, Psi3
  level 1: 5.235e-19  1.275e-04  7.563e-05
  level 2: 1.875e-02  5.307e-03  1.811e-03
  level 3: 0.000e+00  1.565e-05  7.524e-06
  level 4: 0.000e+00  6.952e-05  5.812e-05
  level 5: 0.000e+00  0.000e+00  2.353e-10
  level 6: 0.000e+00  0.000e+00  3.543e-10
largest |quadruple coefficient| in Psi2: 0.00564036
  same from products of amplitudes:      0.00564036
class energies: determinant sum, closed formula
  E_S: -0.00014096  -0.00014096
  E_D: -0.00684908  -0.00684908
  E_T: -0.00004171  -0.00004171
  E_Q: 0.00028814  0.00028814
quadruple sum before renormalization -0.00025282
renormalization -E2<Psi1|Psi1>       0.00054096
four terms of the E_Q formula (1/16, 1/2, -1/4, -1/4):
  -0.00034803  -0.00032348  0.00060547  0.00035419
E2 -0.02885540
E3 -0.01316150
E4 -0.00674360 hartree = -17.7053 kJ/mol
E4 from Taylor series of the eigenvalue -0.00674360
E2+E3+E4                   -0.04876050
full-CI correlation energy -0.05612690
H2, 0.74 angstrom, 6-31G: one molecule, two 1000 angstrom apart
  quadruple sum   0.00000000  -0.00023091
  renormalization 0.00011546  0.00046182
  E_Q             0.00011546  0.00023091
  E4              -0.00160237  -0.00320473
\end{verbatim}
